Resonant tunnelling: from multiple reflections to the Breit-Wigner formula

**1. What dimensions and symmetry require**

An electron trapped between two barriers hits each of them once per round trip. If a round trip takes a time τ, and barrier i lets the electron through with probability T_i per encounter, then for small T_i the rate of escape through barrier i is T_i/τ. The energy that belongs to a rate is ħ times that rate. With ν = 1/τ, the natural energy widths are therefore

Γ_i = ħν T_i, up to a pure number.

Near a resonance at energy E_r, the transmission probability T is a pure number. If the relevant energies are E − E_r, Γ1 and Γ2, then T can depend only on their ratios. It must vanish when either barrier is closed. It must also be unchanged when the labels 1 and 2 are exchanged, because a structure transmits equally from both sides (section 2). The Breit-Wigner form

T = Γ1Γ2 / [(E − E_r)² + (Γ1 + Γ2)²/4]

meets these demands. They do not single it out, nor do they fix the pure number in Γ_i or say what τ is. The sum over reflections settles all three.

The setting is one-dimensional, elastic and coherent. The potential is real, and it is zero to the left of the structure, in the well of width w, and to the right. Algebra is in atomic units, ħ = m = 1, so that k = √(2E) is both the wave number and the speed v outside the barriers.

**2. One barrier seen from its two sides**

Let a wave of unit amplitude arrive from the left. On each side, measure x from the nearer face of the barrier:

left: e^{ikx} + r e^{−ikx}, right: t e^{ikx}.

A wave A e^{ikx} + B e^{−ikx} carries the flux k(|A|² − |B|²). The flux is equal on both sides, so |r|² + |t|² = 1. Write R = |r|² and T = |t|².

For a wave arriving from the right, call the amplitudes r′ and t′. They follow from r and t. Since the potential is real, the complex conjugate of the solution above is also a solution:

left: e^{−ikx} + r* e^{ikx}, right: t* e^{−ikx}.

Subtract r* times the original solution. The terms in e^{ikx} cancel on the left:

left: (1 − |r|²) e^{−ikx} = |t|² e^{−ikx},
right: t* e^{−ikx} − r*t e^{ikx}.

Division by t* gives a wave of unit amplitude arriving from the right:

left: t e^{−ikx}, right: e^{−ikx} − (r*t/t*) e^{ikx}.

No second solution has the same incoming wave. The difference of two such solutions would have only outgoing waves, and flux conservation would force these to vanish. Hence

t′ = t, r′ = −r* t/t*. (1)

A barrier of any shape transmits equally from both sides, and |r′|² = R. The phases of r and r′ may differ if the barrier is asymmetric. The argument applies equally to the whole double barrier, which justifies the exchange symmetry used in section 1.

**3. The sum over paths**

Barrier 1 is on the left and barrier 2 on the right. Inside the well, the electron meets barrier 1 from its right side, with reflection amplitude r1′, and barrier 2 from its left side, with r2.

The shortest path enters (t1), crosses the well (e^{ikw}) and leaves (t2). Each additional round trip contributes a reflection r2, a crossing, a reflection r1′ and another crossing. The path with n round trips has amplitude

A_n = t1 e^{ikw} t2 (r1′ r2 e^{2ikw})ⁿ.

Amplitudes are added before squaring, because the paths lead to the same final state. The ratio of successive terms has modulus √(R1R2). If this is less than 1, the geometric series converges to

t = t1 t2 e^{ikw} / (1 − r1′ r2 e^{2ikw}). (2)

The same result follows without counting paths. Let a be the amplitude of the right-moving wave in the well, at the face of barrier 1. It consists of what enters and what returns after one round trip:

a = t1 + r1′ r2 e^{2ikw} a.

Solving for a and multiplying by e^{ikw} t2 gives (2). The series is thus the stationary solution, written out bounce by bounce.

Now define

ρ = √(R1R2), θ = 2kw + arg r1′ + arg r2. (3)

Then r1′ r2 e^{2ikw} = ρe^{iθ}, and the squared modulus of the denominator is

|1 − ρe^{iθ}|² = (1 − ρ cos θ)² + ρ² sin²θ = 1 + ρ² − 2ρ cos θ.

The numerator has squared modulus T1T2, since |e^{ikw}| = 1. Therefore

T = T1T2 / (1 + R1R2 − 2√(R1R2) cos θ). (4)

Within the stated setting no approximation has been made. The barriers may have any shape, and E may lie above their tops.

**4. Largest and smallest transmission**

Use cos θ = 1 − 2 sin²(θ/2) to rewrite the denominator:

1 + ρ² − 2ρ cos θ = (1 − ρ)² + 4ρ sin²(θ/2). (5)

For fixed T1 and T2 it is smallest at θ = 2πn, where the returning wave is in phase with the entering one. There

T_res = T1T2/(1 − ρ)².

To see when this equals 1, expand

(1 − ρ)² − (√R1 − √R2)² = 1 + R1R2 − R1 − R2 = (1 − R1)(1 − R2) = T1T2,

where the terms −2ρ and +2ρ have cancelled. Hence

T_res = 1 − (√R1 − √R2)²/(1 − ρ)². (6)

Transmission is complete at θ = 2πn if R1 = R2, however opaque the two barriers are, and incomplete otherwise. The reason is interference on the left. The wave leaking back out of the well opposes the wave reflected directly from barrier 1, and for equal barriers the two cancel.

At θ = π, modulo 2π, the denominator is (1 + ρ)². For opaque barriers this is close to 4, and T ≈ T1T2/4. That is a quarter of the product of the two separate probabilities.

**5. Reduction to the Breit-Wigner form**

Let θ(E_r) = 2πn and assume three things:

- T1 and T2 are much less than 1;
- they are nearly constant across the resonance;
- θ is nearly linear in E there.

From √(1 − T_i) = 1 − T_i/2 − T_i²/8 − …, the product of the two roots gives, to second order,

1 − ρ = (T1 + T2)/2 + (T1² + T2² − 2T1T2)/8
= (T1 + T2)/2 + (T1 − T2)²/8. (7)

Keep the first term. Next write

θ ≈ 2πn + τ(E − E_r), τ = dθ/dE at E_r.

Close to resonance sin²(θ/2) ≈ τ²(E − E_r)²/4, and ρ ≈ 1 in the second term of (5). Equation (4) becomes

T ≈ T1T2 / [(T1 + T2)²/4 + τ²(E − E_r)²].

Divide numerator and denominator by τ², and set ν = 1/τ:

T ≈ Γ1Γ2 / [(E − E_r)² + (Γ1 + Γ2)²/4], Γ_i = νT_i. (8)

In ordinary units τ = ħ dθ/dE and Γ_i = ħνT_i. The pure number left open in section 1 is 1.

The curve falls to half its height at |E − E_r| = Γ/2, where Γ = Γ1 + Γ2, so Γ is the full width at half maximum. The peak height is 4Γ1Γ2/Γ². If Γ2 is much smaller than Γ1, this is about 4Γ2/Γ1. The area under the curve is 2πΓ1Γ2/Γ, which in the same limit tends to 2πΓ2: the more opaque barrier controls the total.

Successive resonances are separated by a phase of 2π, hence by about 2πν in energy if ν varies slowly. The ratio of width to spacing is then (T1 + T2)/(2π). Between the lowest levels of a well ν changes considerably, and these are only rough estimates: in the example of section 9 the second resonance lies 0.52 eV above the first, while 2πħν at the first is 0.37 eV. When the barriers become transparent the peaks overlap and (8) fails, while (4) remains valid.

**6. What the attempt frequency is**

Differentiate θ, using dk/dE = 1/k = 1/v:

τ = 2w/v + d(arg r1′)/dE + d(arg r2)/dE. (9)

The first term is the time of flight across the well and back. The other two are delays at the reflections. To see this, take an incoming packet ∫f(E) e^{i(kx − Et)} dE with f real and sharply peaked. Its centre is where the phase is stationary in E, so it reaches the face x = 0 at t = 0. The reflected packet carries the phase arg r − kx − Et. At x = 0 this is stationary at t = d(arg r)/dE, which is the delay.

Thus ν is the inverse of the full round-trip time. Replacing it by v/(2w) is justified if the delays are small compared with 2w/v.

**7. Rectangular barriers**

Take a barrier of height V between x = 0 and x = b, with E < V and κ = √(2(V − E)). At the right face the wave has value t and slope ikt. The solution inside with these values is

ψ(x) = t [cosh κ(b − x) − (ik/κ) sinh κ(b − x)].

Write C = cosh κb and S = sinh κb. At x = 0 the value must equal 1 + r and the slope ik(1 − r):

1 + r = t [C − i(k/κ)S],
ik(1 − r) = t [ikC − κS].

Division of the second line by ik gives 1 − r = t [C + i(κ/k)S]. Half the sum and half the difference of the two relations give

t = 1/D, D = C + (i/2)(κ/k − k/κ)S,
r = −(i/2)(κ/k + k/κ)S/D. (10)

With C² = 1 + S² and 1 + (κ/k − k/κ)²/4 = (κ/k + k/κ)²/4, the transmission probability is

T_i = 1 / [1 + (κ/k + k/κ)² S²/4]. (11)

A rectangular barrier is symmetric, so r′ = r.

For a thick barrier C ≈ S, and S cancels from r. Multiply numerator and denominator by 2kκ:

r ≈ −i(κ² + k²) / [2kκ + i(κ² − k²)].

The numerator is −i(κ + ik)(κ − ik) and the denominator is i(κ − ik)². Therefore

r ≈ −(κ + ik)/(κ − ik) = (k − iκ)/(k + iκ), arg r ≈ −2 arctan(κ/k).

Let u = κ/k. Since dκ/dE = −1/κ and dk/dE = 1/k,

du/dE = −1/(kκ) − κ/k³ = −(1 + u²)/(kκ),

and d(arctan u)/dE = −1/(kκ). Each reflection delays the electron by 2/(kκ). Equation (9) becomes

τ ≈ 2w/k + 4/(kκ) = (2/k)(w + 2/κ). (12)

As far as the round-trip time is concerned, the well acts as if it were longer by one decay length 1/κ at each end. The choice ν = v/(2w) therefore requires κw much greater than 2. This holds for thick barriers and one mass throughout. In a semiconductor structure the barrier mass is usually larger than the well mass, and the extra length exceeds 1/κ: with masses 0.067 and 0.092, V = 0.3 eV, E = 0.1 eV, and ψ and ψ′/m continuous at the face, it is about 1.2/κ.

**8. Width as a decay rate**

The amplitude (2) has a pole where ρe^{iθ} = 1. If ρ is treated as constant, this requires θ = 2πn + i ln ρ. With θ linear in E, the pole lies at

E = E_r + (i/τ) ln ρ ≈ E_r − iΓ/2,

because ln ρ ≈ −(T1 + T2)/2. A state with this energy varies in time as e^{−iEt}, and its probability as e^{−Γt}. It has outgoing waves but no incoming one, so it describes an electron leaking from the well at the rate Γ = ν(T1 + T2).

To leading order in T_i, the waves striking the two barriers from inside are equally strong. The outgoing fluxes are then in the ratio T1 : T2 = Γ1 : Γ2. This is the sense in which Γ_i belongs to barrier i.

**9. A worked example**

Take an electron with its free mass, barriers 1 eV high with b1 = 5 Å and b2 = 7 Å, and a well with w = 10 Å. "Direct" values below come from solving numerically, as one linear system, the continuity conditions for the wave and its slope at all four faces.

*Resonance energy.* A numerical root search for θ = 0, with the phases from (10), gives E_r = 0.1901 eV (0.006986 hartree). There k = 0.2234 Å⁻¹ and κ = 0.4611 Å⁻¹. The phases add up as they should:

2kw + arg r1 + arg r2 = 4.4674 − 2.2296 − 2.2378 = 0.

*Single barriers.* Here κ/k + k/κ = 2.064 + 0.484 = 2.548, whose square divided by 4 is 1.62. For κb1 = 2.31 and κb2 = 3.23, equation (11) gives

T1 = 0.0244, T2 = 0.00387.

*Attempt frequency.* Since ħv = 2E/k,

ħv/(2w) = E_r/(kw) = 0.1901/2.234 = 0.0851 eV.

The reflection delays lengthen the well to w + 2/κ = 14.34 Å, and (12) lowers this to

ħν ≈ 0.08510 × 10/14.338 = 0.0594 eV.

The numerical slope of the full phase, without the thick-barrier approximation, is 16.87 rad/eV, so ħν = 1/16.87 = 0.0593 eV.

*Widths.* With the last value,

Γ1 = 0.0593 × 0.0244 = 0.00145 eV,
Γ2 = 0.0593 × 0.00387 = 0.00023 eV,
Γ = 0.00168 eV (6.16 × 10⁻⁵ hartree).

With one more digit Γ is 0.001675 eV. The full width at half maximum of the direct curve is 0.001694 eV, about 1.1% larger. To see where this comes from, use (5) with T1, T2 and τ held constant. T falls to half its peak where 4ρ sin²(θ/2) = (1 − ρ)², that is where |θ − 2πn| ≈ (1 − ρ)/√ρ = 2 sinh(−½ ln ρ) ≈ −ln ρ. The full width is then −(2/τ) ln ρ, the same expression as the pole width of section 8. Most of the difference therefore comes from the next term of the logarithm,

−ln ρ = (T1 + T2)/2 + (T1² + T2²)/4 + …,

which raises −(2/τ) ln ρ by 1.1% relative to Γ. The pole, located numerically in the continuity equations at complex energy, also gives a width of 0.001694 eV. Using v/(2w) instead of ν would predict 0.0024 eV, 42% more than the direct width.

At the pole, the direct solution leaks to the left and right in the ratio 6.36, against Γ1/Γ2 = 6.30. The difference of 1% is of the order of the T_i neglected in section 8.

*Height and build-up.* The Breit-Wigner peak is 4Γ1Γ2/Γ² = 0.473, and the direct value at E_r is 0.469. The second term of (7) explains the difference. It raises 1 − ρ by 0.37%, and so lowers T by about 0.74%.

At resonance all paths have the same phase, and the first N of them give

T_N = T_res (1 − ρᴺ)², ρ = 0.9858.

One path gives T1T2 = 9.4 × 10⁻⁵. Ten paths give 0.0083, a hundred give 0.271, and a thousand give 0.469. The resonance needs many coherent round trips. A process that destroys the phase sooner lies outside the setting of (4) and (8), and their height and width no longer apply. If each round trip keeps only a fixed fraction of its coherence, the peak remains close to a Lorentzian of the same area, but it is lower and wider.

*Line shape.* Away from the centre the values are:

(E − E_r)/Γ = −2: direct 0.0267, Breit-Wigner 0.0278
(E − E_r)/Γ = −0.5: direct 0.2355, Breit-Wigner 0.2365
(E − E_r)/Γ = +0.5: direct 0.2391, Breit-Wigner 0.2365
(E − E_r)/Γ = +2: direct 0.0298, Breit-Wigner 0.0278

The direct curve is higher on the upper side. In the wings T ≈ T1T2/[τ²(E − E_r)²], and T1T2 grows with energy. Indeed (κ/k + k/κ)² = V²/[E(V − E)] falls with E below V/2, and so does S. This is the main cause of the asymmetry. A smaller part, about one seventh here, comes from the curvature of θ(E): τ falls as E rises, so the phase moves away from 2πn more slowly on the upper side. Nearer the centre a third effect works against these two: (1 − ρ)² in the denominator also grows with energy. At ±0.5Γ the growth of T1T2 alone would give about 1.6 times the asymmetry in the table, and the growth of (1 − ρ)² removes most of the excess; at ±2Γ it matters little.

On 121 equally spaced energies within 3Γ of E_r, the largest error of (8) is 0.8% of the peak height. With both barriers 3 Å thicker it is 0.05%, as expected for an approximation that relies on small T_i.

*Off resonance.* At 0.40 eV the barriers are more transparent, with T1 = 0.0701 and T2 = 0.0147. But θ = 2.945 rad, close to π, and (4) gives T = 2.7 × 10⁻⁴. This is far below the resonant value and close to T1T2/4 = 2.6 × 10⁻⁴.

*Equal barriers.* If both barriers are 5 Å wide, the resonance lies at 0.1896 eV and the direct transmission there is 1, as (6) requires. Making the second barrier thinner, from 7 Å to 5 Å, has raised the resonant transmission from 0.469 to 1. Equality of R1 and R2 at the resonance energy makes it complete, although each barrier alone transmits only a few per cent. Equal shapes guarantee this only without bias: a voltage of 0.2 V dropped uniformly across the same structure lowers the second barrier relative to the first, and the peak falls to about 0.72.

All numerical values are calculated from the stated model.
